# Ambient temperature and threshold voltage in thermal switching: the envelope theorem

**Question.** A device whose ohmic conductance is thermally activated heats itself when a voltage is applied, and at a threshold voltage $V_{th}$ it runs away to a hot, conducting state. Just before this happens its temperature is $T_{th}$, the turnover temperature. If the device loses heat in proportion to its excess over the ambient temperature $T_0$, then

$$\frac{d\ln V_{th}}{dT_0}=-\frac{1}{2(T_{th}-T_0)} .$$

The turnover temperature itself depends on $T_0$. Why does its derivative not appear, and why need it never be calculated?

**Answer.**

### The mechanism

Let the device have one uniform temperature $T$ and the conductance

$$G(T)=G_0\,e^{-B/T},\qquad B=\frac{E_a}{k},$$

where $E_a$ is the activation energy and $k$ is Boltzmann's constant. Let it lose heat at the rate $K(T-T_0)$. The quantities $G_0$, $B$ and $K$ do not depend on $T_0$. The voltage $V$ is that across the device itself and is raised slowly from zero. With heat capacity $C$, the temperature obeys

$$C\frac{dT}{dt}=V^2G(T)-K(T-T_0).$$

In a steady state the two terms on the right balance, $V^2G(T)=K(T-T_0)$. It helps to read this backwards: choose a device temperature $T>T_0$ and ask which voltage maintains it. The logarithm of that voltage is

$$\ln V(T;T_0)=\tfrac12\ln[K(T-T_0)]-\tfrac12\ln G(T). \tag{1}$$

The first term grows with $T$, because a hotter device needs more power. The second falls, because a hotter device conducts better and draws a given power at a lower voltage. Their competition gives the turnover. Since $d\ln G/dT=B/T^2$,

$$\frac{\partial\ln V}{\partial T}=\frac12\left[\frac{1}{T-T_0}-\frac{B}{T^2}\right]. \tag{2}$$

The sign of this derivative also decides stability. Displace the temperature from a steady state by a small $\theta$ at fixed $V$. To first order,

$$C\frac{d\theta}{dt}=\left[V^2G\,\frac{B}{T^2}-K\right]\theta
=K\left[(T-T_0)\frac{B}{T^2}-1\right]\theta
=-2K(T-T_0)\,\frac{\partial\ln V}{\partial T}\,\theta .$$

The second form uses the steady-state balance, and the third uses (2). Where $V$ rises with $T$ the displacement decays; where $V$ falls with $T$ it grows. A slow ramp therefore carries the device up the rising branch as far as the maximum of $V$.

### When there is a threshold

Bring (2) to a common denominator:

$$\frac{\partial\ln V}{\partial T}=\frac{B}{2T^2(T-T_0)}\,\bigl[T_0-h(T)\bigr],\qquad h(T)=T-\frac{T^2}{B}. \tag{3}$$

The turnover condition is thus $h(T)=T_0$. The function $h$ has the slope $1-2T/B$, so it increases strictly up to $T=B/2$, where it reaches its greatest value, $B/4$. At $T=T_0$ it lies below $T_0$. There is therefore one turnover between $T_0$ and $B/2$ if $T_0<B/4$, that is, if

$$E_a>4kT_0 .$$

By (3), $V$ rises below this turnover and falls between it and $B/2$. Hence $V_{th}$ is the greatest value of $V$ in the window $T_0<T\le B/2$, whose upper end does not depend on $T_0$. If $E_a<4kT_0$, then $h$ stays below $T_0$, $V$ rises with $T$ throughout, and there is no threshold.

The maximum is a local one. Beyond $B/2$ the function $h$ comes down again and crosses $T_0$ a second time. There $V$ passes a minimum and then grows without limit, because $G$ saturates at $G_0$ while the heat loss keeps rising.

The maximum is nevertheless a true threshold for a device that starts cold. If $V>V_{th}$, then at every temperature in the window $V^2>K(T-T_0)/G(T)$, so heating exceeds loss and $dT/dt>0$. The temperature must rise through the whole window.

One more fact is needed. Since $h$ is continuous and strictly increasing up to $B/2$, its inverse is continuous. So $T_{th}$ changes continuously with $T_0$. Nothing will be asked about its derivative.

### From the mechanism to the formula

In (1) the ambient temperature appears in one place, the power $K(T-T_0)$. If the device were held at a fixed temperature $T$, a warmer ambient would reduce the required power by $K$ for each kelvin. Voltage goes as the square root of power at fixed conductance, so

$$\left.\frac{\partial\ln V}{\partial T_0}\right|_T=-\frac{1}{2(T-T_0)}. \tag{4}$$

This is already the stated slope if $T=T_{th}$. What remains is to show that the shift of the turnover adds nothing. The envelope theorem says that the derivative of a maximum with respect to a parameter equals the derivative taken with the maximising variable held fixed. Here it can be proved by comparing two ambients.

Let the ambient change from $T_0$ to $T_0+\delta$, and write $T=T_{th}(T_0)$ and $T'=T_{th}(T_0+\delta)$. Take $|\delta|$ small enough that both temperatures exceed both ambients. Each is then a permitted trial temperature for the other ambient, though not the best one.

Using the old temperature $T$ in the new ambient cannot give more than the new maximum:

$$\ln V_{th}(T_0+\delta)\ \ge\ \ln V(T;T_0+\delta).$$

Subtract $\ln V_{th}(T_0)=\ln V(T;T_0)$. The conductance terms cancel, because both contain the same $T$, and

$$\ln V_{th}(T_0+\delta)-\ln V_{th}(T_0)\ \ge\ \frac12\ln\frac{T-T_0-\delta}{T-T_0}. \tag{5}$$

Using the new temperature $T'$ in the old ambient cannot give more than the old maximum, $\ln V_{th}(T_0)\ge\ln V(T';T_0)$. Subtract both sides from $\ln V_{th}(T_0+\delta)=\ln V(T';T_0+\delta)$. This reverses the inequality, and the conductance cancels again:

$$\ln V_{th}(T_0+\delta)-\ln V_{th}(T_0)\ \le\ \frac12\ln\frac{T'-T_0-\delta}{T'-T_0}. \tag{6}$$

Now divide (5) and (6) by $\delta$. For $\delta<0$ both inequalities reverse, which merely exchanges the two bounds. As $\delta\to0$, the lower bound gives

$$\frac{1}{2\delta}\ln\left(1-\frac{\delta}{T-T_0}\right)\longrightarrow-\frac{1}{2(T_{th}-T_0)} .$$

The bound from (6) has the same form with $T'$ in place of $T$, and $T'\to T$ by continuity, so it has the same limit. The quotient caught between them must share it:

$$\boxed{\frac{d\ln V_{th}}{dT_0}=-\frac{1}{2(T_{th}-T_0)}} \tag{7}$$

The factor $\tfrac12$ comes from $V^2$ in the Joule power, and the minus sign from the smaller power needed in a warmer ambient. The derivative of $T_{th}$ was never used.

If one does write the chain rule, it reads

$$\frac{d\ln V_{th}}{dT_0}=\frac{\partial\ln V}{\partial T_0}+\frac{\partial\ln V}{\partial T}\,\frac{dT_{th}}{dT_0}.$$

The last term vanishes because its first factor is zero at the maximum, not because the turnover stands still.

### Two limits

The turnover condition $T_{th}-T_0=T_{th}^2/B$ turns (7) into

$$\frac{d\ln V_{th}}{dT_0}=-\frac{E_a}{2kT_{th}^2}. \tag{8}$$

The logarithmic slope of the threshold is thus minus half the logarithmic temperature slope of the conductance, taken at the turnover and not at ambient.

For strong activation, let $\varepsilon=kT_0/E_a=T_0/B\ll1$. The turnover condition gives $T_{th}=T_0(1+\varepsilon+\dots)$, so $1/T_{th}^2=(1-2\varepsilon+\dots)/T_0^2$ and

$$\frac{d\ln V_{th}}{dT_0}\approx-\frac{E_a}{2kT_0^2}+\frac{1}{T_0}. \tag{9}$$

The leading term is what one would get from $V_{th}\propto G(T_0)^{-1/2}$. The second term is the first correction for self-heating.

The opposite limit is the edge of existence, $T_0\to B/4$ from below. Solving the quadratic $T^2-BT+BT_0=0$ for its lower root gives

$$T_{th}=\frac B2\left(1-\sqrt{1-\frac{4T_0}{B}}\right). \tag{10}$$

At the edge $T_{th}\to B/2=2T_0$, and the square root makes $dT_{th}/dT_0$ diverge. The slope of $\ln V_{th}$ nevertheless tends to the finite value $-1/(2T_0)$. This is also the weakest response that the model allows at a given ambient. For $T_0<B/4$ one has $h(2T_0)=2T_0-4T_0^2/B>T_0$, so the turnover lies below $2T_0$. Then $T_{th}-T_0<T_0$, and the magnitude of the slope exceeds $1/(2T_0)$.

### The number

Take $E_a=0.30$ eV, a resistance of 10 kΩ at 300 K, $K=1$ mW/K and $T_0=300$ K. Then $B=3481.4$ K. The existence condition holds, since $4kT_0=0.103$ eV. Equation (10) gives

$$T_{th}=1740.7\ \text{K}\times\left(1-\sqrt{1-\frac{1200}{3481.4}}\right)=331.58\ \text{K}.$$

The device is 31.58 K above ambient and dissipates 31.58 mW. Its resistance has fallen to 3.311 kΩ, so

$$V_{th}=\sqrt{0.03158\ \text{W}\times3311\ \Omega}=10.23\ \text{V}.$$

The slope is

$$-\frac{1}{2\times31.58\ \text{K}}=-1.583\ \%/\text{K},\qquad\text{or}\qquad -162\ \text{mV/K}.$$

Maximising (1) numerically at neighbouring ambients and taking the finite difference gives the same $-1.583$ %/K. The cold estimate, the first term of (9), is $-1.934$ %/K. Adding $1/T_0=0.333$ %/K brings it to $-1.601$ %/K.

The turnover is far from stationary: it moves by 1.24 K for each kelvin of ambient. Yet for a rise of 1 K in $T_0$, the voltage at the frozen device temperature of 331.58 K changes by $-163.2$ mV, while the true threshold changes by $-160.0$ mV. Letting the device temperature adjust recovers only 3.2 mV. This gain is of second order in the ambient step, because $V$ is flat at its maximum. Comparing steps of 0.1 K and 0.05 K, the gain in $\ln V$ falls by a factor of 4.00 when the step is halved.

For larger steps, (5) and (6) remain useful as bounds. When the ambient rises by 10 K, $\ln V_{th}$ changes by $-0.153$, between the bounds $-0.190$ and $-0.129$. When it falls by 10 K, the change is $+0.164$, between $0.138$ and $0.209$. The slope at 300 K alone would give $\mp0.158$.

The heating equation confirms that this maximum is a threshold. Started at 300 K with a constant voltage of $0.99\,V_{th}$, the device settles at 325.1 K. At $1.01\,V_{th}$ it passes 600 K after 31.5 thermal time constants $C/K$. That temperature is where the calculation was stopped, not a steady state.

### With a series resistor

A practical circuit limits the current with a fixed resistor $R_s$. The supply voltage is then $V_s=V(1+R_sG)$, and

$$\ln V_s=\tfrac12\ln[K(T-T_0)]-\tfrac12\ln G(T)+\ln[1+R_sG(T)].$$

The ambient still enters through the first term alone. The comparison of two ambients therefore goes through unchanged, provided that the turnover of $V_s$ is an isolated maximum that moves continuously. Formula (7) holds with the temperature of that turnover. It also holds for the lower turnover, the hold voltage, at which the hot state disappears when the supply is reduced. That is a minimum, so both inequalities reverse, but their common limit does not change.

With $R_s=150$ Ω the threshold is 10.72 V at 335.98 K and the hold voltage is 9.33 V at 418.96 K. The slopes are

$$-\frac{1}{2\times35.98\ \text{K}}=-1.39\ \%/\text{K},\qquad
-\frac{1}{2\times118.96\ \text{K}}=-0.42\ \%/\text{K}.$$

Finite differences of the two extrema agree with these values. At fixed $R_s$, the threshold falls by about 149 mV/K and the hold voltage by about 39 mV/K, so the voltage range in which both states exist narrows as the ambient warms. At 1.01 times the threshold the device now settles in a bounded hot state at 490.7 K.

### What the result needs, and what real devices do

The activated law helps to fix where the turnover lies and ensures that it moves continuously. Beyond that, for an ohmic device the argument needs only one property of the conductance: $G$ does not contain $T_0$. The cooling law matters more directly. For a general heat loss $P(T,T_0)$, the first term of (1) becomes $\tfrac12\ln P$, and the same argument for a smooth $P$ gives

$$\frac{d\ln V_{th}}{dT_0}=\frac12\left.\frac{\partial\ln P}{\partial T_0}\right|_{T=T_{th}}. \tag{11}$$

The conductance must also be ohmic. If it depends on voltage, with $\gamma=\partial\ln G/\partial\ln V$ at fixed $T$, the balance $V^2G(T,V)=K(T-T_0)$ gives $(2+\gamma)\,d\ln V=-dT_0/(T-T_0)$ at fixed $T$. The 2 in (7) is then replaced by $2+\gamma$, for $2+\gamma>0$. This matters for thin-film switches at high fields, to which the ohmic formula should not be applied unexamined.

The example lies in the regime of a manganite-spinel bead thermistor, for which these parameters are rough, typical values. With 1 mm between the electrodes, the field at threshold is only $1.0\times10^{-4}$ MV/cm. For hops of 0.3 nm, field-assisted hopping raises the conductance by a fraction of about $5\times10^{-10}$, so Ohm's law is safe. A uniformly heated ceramic sphere of radius $a=0.5$ mm and thermal conductivity $\kappa=3$ W/(m K) is hotter at its centre than at its surface by $P/(8\pi\kappa a)=0.84$ K, about 3 % of the rise. Linear cooling is also an approximation. If all the heat passed through air whose conductivity grows as the 0.8 power of the mean temperature, the slope would be 9 % weaker than in the example. This overstates the effect: still air around a 2 mm bead carries only about 0.5 mW/K by conduction and convection, half of $K$, and most of the rest leaves through the leads. With a fifth of the loss by natural convection it is 1.2 % weaker, and with radiation from a 2 mm bead of emissivity 0.9, its surface taken to be as hot as the ceramic, it is 2.7 % weaker. A coating that conducts heat poorly has a cooler surface, which makes the radiation effect smaller. These effects were sized one at a time. Taken together for a 2 mm bead in still air, with the leads carrying the remainder of $K$ linearly, they weaken the slope by roughly 6 %, and (7) used with that model's own $T_{th}$ is then about 2 % too small in magnitude. The hot state at 490.7 K, about 218 °C, is also too hot for many epoxy-coated parts.

In each of these cooling models the turnover moves, and the response at a fixed device temperature changes as well. For convection the two effects have opposite signs and largely cancel. If (7) is used with the altered model's own $T_{th}$, its magnitude is 4.4 % too large for the air model, 1.2 % too large with radiation and 4.8 % too small with convection, relative to the true slope of each model. Equation (11) explains the signs for air and convection. A warmer ambient makes the air conduct better, which offsets part of the lost temperature difference. Convective loss instead varies as the 5/4 power of that difference, and so falls faster than linearly.

A changed conductance law acts differently. Multiplying $G$ by a hopping prefactor proportional to $1/T$, with $E_a$ and the resistance at 300 K held fixed, moves the turnover to 335.86 K and weakens the slope by 12 %. Formula (7), used with that new turnover temperature, still gives the slope to the digits printed in the numerical output. The conductance affects the answer through the location of the maximum, whereas the cooling law also determines how the voltage at that maximum responds to the ambient.

## Table of computed values

```
Activation energy 0.30 eV; Ea/k = 3481.4 K; 4kT0 = 0.1034 eV
Resistance at 300 K: 10.0 kohm
Cooling coefficient 1.0 mW/K; ambient T0 = 300 K
Window ceiling Ea/2k = 1740.7 K
T_th = 331.58 K; rise T_th - T0 = 31.58 K
Resistance at T_th = 3.311 kohm
Power at threshold = 31.58 mW
Current at threshold = 3.088 mA
V_th = 10.2261 V
Slope by finite differences = -1.58321 %/K
Slope by envelope formula   = -1.58321 %/K
Slope in volts = -161.90 mV/K
Cold estimate -Ea/(2kT0^2) = -1.9341 %/K
Motion of T_th per kelvin of ambient = 1.2353 K/K
T0 + 1 K, T re-optimised: V change = -160.03 mV
T0 + 1 K, T frozen:       V change = -163.20 mV
Gap ratio for steps 0.1 K and 0.05 K = 4.003
Ambient step +10 K: new T_th = 343.99 K; ln V change:
  lower bound -0.1904, actual -0.1526, upper bound -0.1290
Ambient step -10 K: new T_th = 319.28 K; ln V change:
  lower bound 0.1375, actual 0.1644, upper bound 0.2089
0.99 V_th, no resistor: settles at 325.14 K
1.01 V_th, no resistor: passes 600 K after 31.5 time constants
Series resistor 150 ohm:
  threshold 10.720 V at 335.98 K, slope -1.3896 %/K
  hold      9.328 V at 418.96 K, slope -0.4203 %/K
  0.99 of threshold: 328.12 K; 1.01 of threshold: 490.7 K
Assumed convective share 0.2, air exponent 0.8
Assumed emissivity 0.9, bead area 12.6 mm^2
Neglected effect: T_th (K), slope change (%), formula error at own T_th (%)
  convection: 333.58, -1.20, -4.82
  air conductivity: 333.24, -8.97, +4.38
  radiation: 332.08, -2.73, +1.21
  1/T prefactor: 335.86, -11.94, -0.00
Electrode distance 1.0 mm; field = 1.02e-04 MV/cm
Hop length 0.3 nm; field gain of conductance = 4.8e-10
Ceramic conductivity 3.0 W/(m K); centre-to-surface drop = 0.84 K
```
